# Racah sum rule and Biedenharn-Elliott identity from recoupling angular momenta

## Question

I am trying to verify two identities for 6j symbols by coupling four angular momenta $j_1,j_2,j_3,j_4$ to a total $J$ in two different ways. With $[j]=2j+1$, the first is the Racah sum rule,

$$\sum_x(-1)^{x+j_{12}+j_{13}}[x]\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&J&x\end{Bmatrix}\begin{Bmatrix}j_1&j_3&j_{13}\\j_2&J&x\end{Bmatrix}=\begin{Bmatrix}j_2&j_1&j_{12}\\j_3&J&j_{13}\end{Bmatrix},\tag{R}$$

and the second is the Biedenharn-Elliott identity,

$$\sum_x(-1)^{\Phi}[x]\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&j_{123}&x\end{Bmatrix}\begin{Bmatrix}j_1&x&j_{123}\\j_4&J&j_{234}\end{Bmatrix}\begin{Bmatrix}j_2&j_3&x\\j_4&j_{234}&j_{34}\end{Bmatrix}$$
$$=\begin{Bmatrix}j_{12}&j_3&j_{123}\\j_4&J&j_{34}\end{Bmatrix}\begin{Bmatrix}j_1&j_2&j_{12}\\j_{34}&J&j_{234}\end{Bmatrix},\tag{BE}$$

where $\Phi$ is the sum of all ten angular momenta that appear, $x$ included.

I have three difficulties. I cannot find $j_4$ anywhere in (R), so I do not see how four momenta produce it. I do not understand why one side of (BE) has a sum and the other has none. And with half-integer momenta I keep losing signs. Could someone go through the derivation with every phase, and then check both identities on a case with momenta up to 2 that includes half-integers?

## Answer

Your first difficulty is a real one: (R) does not need four momenta. It compares two routes between coupling schemes of three momenta, and the start and end schemes take the momenta in different orders, so two of the three overlaps involved need an exchange of order. Three momenta with total $J$ are enough. The derivation of (BE) uses four momenta and never exchanges their order.

### Conventions and two facts about coupled states

I set $\hbar=1$; every number below is a pure number. The constituents are treated as distinguishable. The state $|(ab)c\,m\rangle$ has $a$ and $b$ coupled, in that order, to $c$. Its phase is the Condon-Shortley one: in the top state $m=c$, the component with $m_a=a$ is positive, and the lower states follow by applying $J_-$ with positive normalization factors. All coefficients are then real.

**Exchange of order.** Write the top state as $\sum_{m}v(m)\,|a\,m\rangle|b\,c-m\rangle$. It is annihilated by $J_+$. The coefficient of $|a\,m\rangle|b\,c-m+1\rangle$ in $J_+|\text{top}\rangle$ must therefore vanish:

$$v(m)\sqrt{(b-c+m)(b+c-m+1)}+v(m-1)\sqrt{(a-m+1)(a+m)}=0 .$$

Both roots are positive wherever the two components exist, so $v$ changes sign at each step. Going from $m=a$ down to $m=c-b$, where the second momentum has its maximum projection $b$, takes $a+b-c$ steps. That last component has the sign $(-1)^{a+b-c}$. The state $|(ba)c\rangle$ obeys the same condition, which fixes it up to a factor, but has this very component positive. Hence

$$|(ab)c\,m\rangle=(-1)^{a+b-c}\,|(ba)c\,m\rangle ,\tag{1}$$

for the top state, and for all $m$ because $J_-$ does not depend on the order.

**Overlaps do not depend on $M$.** Let $|A,M\rangle$ and $|B,M\rangle$ be two coupled states of the same constituents. They are eigenstates of the Hermitian operators $\mathbf J^2$ and $J_z$, so their overlap vanishes unless $J$ and $M$ agree. With $N^2=(J+M)(J-M+1)$ we have $J_-|B,M\rangle=N|B,M-1\rangle$ and $J_+J_-|B,M\rangle=N^2|B,M\rangle$, so that

$$\langle A,M-1|B,M-1\rangle=\frac{\langle A,M|J_+J_-|B,M\rangle}{N^2}=\langle A,M|B,M\rangle .\tag{2}$$

I can therefore omit $M$. The 6j symbol is defined by the overlap of the two ways to couple three momenta in a fixed order:

$$R(a,b,c,J;p,q)\equiv\langle((ab)p\,c)J|(a(bc)q)J\rangle=(-1)^{a+b+c+J}\sqrt{[p][q]}\begin{Bmatrix}a&b&p\\c&J&q\end{Bmatrix}.\tag{3}$$

The exponent is an integer because $a,b,c$ couple to $J$. A symbol containing a forbidden triad is zero. No symmetry of the 6j symbol is needed below, since each symbol will appear with its entries already in the places given by (3).

### Racah sum rule: three momenta

Take three schemes with the same total $J$:

$$A=((12)j_{12}\,3),\qquad B_x=(1(23)x),\qquad C=((13)j_{13}\,2).$$

At fixed $J$ and $M$ the states $B_x$, with $x$ running over its allowed values, form a complete orthonormal set. Therefore

$$\langle A|C\rangle=\sum_x\langle A|B_x\rangle\langle B_x|C\rangle .\tag{4}$$

Let $S=j_1+j_2+j_3+J$, an integer. The three overlaps are as follows.

1. Directly from (3),
$$\langle A|B_x\rangle=(-1)^S\sqrt{[j_{12}][x]}\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&J&x\end{Bmatrix}.$$

2. In $B_x$, rule (1) replaces $(23)x$ by $(-1)^{j_2+j_3-x}(32)x$. The order is then $1,3,2$, as in $C$, and (3) applies with 2 and 3 interchanged. The overlap is real, so bra and ket may be swapped:
$$\langle B_x|C\rangle=(-1)^{j_2+j_3-x}(-1)^S\sqrt{[j_{13}][x]}\begin{Bmatrix}j_1&j_3&j_{13}\\j_2&J&x\end{Bmatrix}.$$

3. For $\langle A|C\rangle$ bring both states to the order $2,1,3$. In $A$, $(12)j_{12}=(-1)^{j_1+j_2-j_{12}}(21)j_{12}$. In $C$, the exchange of the pair $j_{13}$ with $j_2$ gives $C=(-1)^{j_{13}+j_2-J}(2(13)j_{13})$. Equation (3) adds $(-1)^S$. The total exponent is
$$(j_1+j_2-j_{12})+(j_{13}+j_2-J)+S=(j_{12}+j_{13}+j_2+j_3)+2(j_1+j_2-j_{12}).$$
The last bracket is an integer, so twice it is even and drops out:
$$\langle A|C\rangle=(-1)^{j_{12}+j_{13}+j_2+j_3}\sqrt{[j_{12}][j_{13}]}\begin{Bmatrix}j_2&j_1&j_{12}\\j_3&J&j_{13}\end{Bmatrix}.$$

Insert these in (4). On the right $(-1)^{2S}=1$, and the two factors $\sqrt{[x]}$ make $[x]$. Divide by $\sqrt{[j_{12}][j_{13}]}$ and multiply by $(-1)^{j_{12}+j_{13}+j_2+j_3}$, whose exponent is an integer, so that its square is 1. The phase inside the sum becomes

$$(-1)^{j_{12}+j_{13}+2j_2+2j_3-x}=(-1)^{x+j_{12}+j_{13}}(-1)^{2(j_2+j_3-x)}=(-1)^{x+j_{12}+j_{13}} ,$$

because $j_2+j_3-x$ is an integer. This is (R).

The safe rule for half-integers is visible here: drop $2n$ from an exponent only after showing that $n$ is an integer. A lone $(-1)^{2j}$ equals $-1$ for half-integer $j$.

### Biedenharn-Elliott identity: four momenta

Keep the order $1,2,3,4$ and use five schemes, all with total $J$:

$$V_1=(((12)j_{12}\,3)j_{123}\,4),\qquad V_2=((12)j_{12}\,(34)j_{34}),\qquad V_3=(1(2(34)j_{34})j_{234}),$$
$$V_4=((1(23)x)j_{123}\,4),\qquad V_5=(1((23)x\,4)j_{234}).$$

Each neighbouring pair along a route differs by one regrouping of three momenta. Two observations reduce such an overlap to (3). First, a coupled pair such as $(12)j_{12}$ is a multiplet with standard phases and can be treated as one momentum. Second, a spectator has no effect. In $\langle V_1|V_4\rangle$, for example, both states couple $j_{123}$ to $j_4$ with the same coefficients. By (2) the inner overlap is the same for every projection of $j_{123}$, and the squared coefficients sum to 1.

**Short route, $V_1\to V_2\to V_3$.** Insert the complete set of states of the second scheme, with all values $j_{12}'$ and $j_{34}'$. The overlap with $V_1$ requires $j_{12}'=j_{12}$, since $V_1$ is an eigenstate of $(\mathbf j_1+\mathbf j_2)^2$. The overlap with $V_3$ requires $j_{34}'=j_{34}$ for the same reason. One state remains, so there is no sum:

$$\langle V_1|V_3\rangle=R(j_{12},j_3,j_4,J;j_{123},j_{34})\;R(j_1,j_2,j_{34},J;j_{12},j_{234}).\tag{5}$$

**Long route, $V_1\to V_4\to V_5\to V_3$.** Now $V_1$ fixes $j_{123}$ in $V_4$, $V_3$ fixes $j_{234}$ in $V_5$, and $V_4$ and $V_5$ must have the same $j_{23}=x$. Neither end state fixes $x$, so it is summed:

$$\langle V_1|V_3\rangle=\sum_x R(j_1,j_2,j_3,j_{123};j_{12},x)\,R(j_1,x,j_4,J;j_{123},j_{234})\,R(j_2,j_3,j_4,j_{234};x,j_{34}).\tag{6}$$

This answers your second question. The amplitudes for the different values of $j_{23}$ add, and they can interfere.

**Roots.** The product in (5) contains $\sqrt{[j_{123}][j_{34}]}\sqrt{[j_{12}][j_{234}]}$. The product in (6) contains

$$\sqrt{[j_{12}][x]}\,\sqrt{[j_{123}][j_{234}]}\,\sqrt{[x][j_{34}]}=[x]\sqrt{[j_{12}][j_{123}][j_{34}][j_{234}]} .$$

The common root cancels and $[x]$ stays.

**Phases.** The exponents of (5) and (6) are

$$\sigma=(j_{12}+j_3+j_4+J)+(j_1+j_2+j_{34}+J),$$
$$\lambda=(j_1+j_2+j_3+j_{123})+(j_1+x+j_4+J)+(j_2+j_3+j_4+j_{234}).$$

Every bracket is an integer. Multiplying both routes by $(-1)^\sigma$ removes the phase of the short one and leaves $(-1)^{\sigma+\lambda}$ in the long one. With $T=j_1+j_2+j_3+j_4+J$,

$$\sigma+\lambda=3T+j_{12}+j_{123}+j_{34}+j_{234}+x=\Phi+2T .$$

$T$ is an integer because the four momenta couple to $J$, so $(-1)^{\sigma+\lambda}=(-1)^\Phi$. The 6j symbols from (3) stand exactly as in (BE), which is thereby proved.

**Conditions.** The argument requires that $V_1$ and $V_3$ exist, that is, that their triads are allowed. It does not require that $j_{12}$ and $j_{34}$ can couple to $J$. If they cannot, no state $V_2$ is available, $\langle V_1|V_3\rangle=0$, and (BE) says that the sum over $x$ vanishes. The overlap formulas also rely on the stated order and phases; reversing a pair in one scheme brings in a factor (1). For identical electrons in four different shells, antisymmetrizing and normalizing the states leaves these overlaps unchanged, because differently permuted terms are orthogonal. For electrons in the same shell, (5) and (6) need not be overlaps of normalized antisymmetric states. For example, take two equivalent electrons in $jj$ coupling, each with the same half-integer $j$. By (1) the exchange sign is $(-1)^{2j-j_{12}}$, so an odd $j_{12}$ gives a symmetric pair, which antisymmetrization removes. For integer momenta, such as the orbital $l$ alone, the sign is reversed and odd values give antisymmetric pairs. The 6j identities remain true in either case.

**A limiting case.** Let $j_4=0$. Then $J=j_{123}$, $j_{34}=j_3$, and the sum has the single term $x=j_{234}$. Coupling a zero momentum changes nothing, so $R(a,b,0,J;J,b)=1$, and (3) gives

$$\begin{Bmatrix}a&b&J\\0&J&b\end{Bmatrix}=\frac{(-1)^{a+b+J}}{\sqrt{[J][b]}} .$$

Let $W$ be the first symbol in the sum of (BE). The left side is $W/\sqrt{[J][j_3]}$ with the exponent

$$\Phi+(j_1+x+J)+(j_2+j_3+x),\qquad \Phi=j_1+j_2+2j_3+2J+j_{12}+2x .$$

This equals $(j_{12}+j_3+J)+2(j_1+j_2+j_3+J)+4x$. The second bracket is an integer and $4x$ is even, so the phase is $(-1)^{j_{12}+j_3+J}$. The right side is the same: its first symbol is $(-1)^{j_{12}+j_3+J}/\sqrt{[J][j_3]}$ and its second is $W$. So (BE) reduces to $W=W$: with $j_4=0$, each route contains the same single recoupling of $j_1,j_2,j_3$, whose symbol is $W$, and its other steps are trivial.

### A case with half-integers

Take

$$j_1=1,\quad j_2=\tfrac32,\quad j_3=2,\quad j_4=1,\quad J=\tfrac32,$$
$$j_{12}=\tfrac32,\quad j_{123}=\tfrac32,\quad j_{34}=2,\quad j_{234}=\tfrac32 .$$

The fixed momenta do not exceed 2. Coupling $j_2$ and $j_3$ allows $x=\frac12,\frac32,\frac52,\frac72$, but $x$ must also couple with $j_1=1$ to $j_{123}=\frac32$, which excludes $\frac72$. Three terms remain.

For the values of the symbols I use Racah's finite sum,

$$\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\Big(\prod_{i=1}^4\Delta_i\Big)\sum_t\frac{(-1)^t(t+1)!}{\prod_{i=1}^{4}(t-\tau_i)!\,\prod_{k=1}^{3}(\kappa_k-t)!} .$$

Here $\tau_i$ are the sums of the triads $(abc),(aef),(dbf),(dec)$, and $\kappa_k$ are $a+b+d+e$, $b+c+e+f$, $a+c+d+f$. For a triad $(pqr)$,

$$\Delta^2=\frac{(p+q-r)!\,(p-q+r)!\,(-p+q+r)!}{(p+q+r+1)!} .$$

The proofs above do not use this formula, and I do not derive it here. The numerical check compares it with definition (3), using state vectors built from ladder operators.

As an example, take $\begin{Bmatrix}1&3/2&3/2\\2&3/2&3/2\end{Bmatrix}$. The triad sums are $4,4,5,5$ and all $\kappa_k=6$, so $t=5,6$. The sum is $-720+1260=540$. The squares $\Delta^2$ are $\frac1{60}$ twice and $\frac1{180}$ twice, so the prefactor is $\frac1{60}\cdot\frac1{180}=\frac1{10800}$. The symbol is $540/10800=\frac1{20}$.

**Racah sum rule.** Use the same $j_1,j_2,j_3,j_{12}$, total $\frac32$, and $j_{13}=2$. The exponent $x+\frac32+2$ is $4,5,6$, so the signs are $+,-,+$. In the order of (R), the factors give

$$x=\tfrac12:\quad +2\left(-\tfrac{\sqrt5}{10}\right)\left(-\tfrac{\sqrt{10}}{20}\right)=\tfrac{\sqrt2}{20},$$
$$x=\tfrac32:\quad -4\left(\tfrac1{20}\right)\left(\tfrac{\sqrt2}{10}\right)=-\tfrac{\sqrt2}{50},$$
$$x=\tfrac52:\quad +6\left(\tfrac{\sqrt{21}}{30}\right)\left(\tfrac{\sqrt{42}}{60}\right)=\tfrac{7\sqrt2}{100}.$$

Their sum is $(5-2+7)\sqrt2/100=\sqrt2/10\approx0.1414$. The right side is

$$\begin{Bmatrix}3/2&1&3/2\\2&3/2&2\end{Bmatrix}=\frac{\sqrt2}{10}.$$

**Biedenharn-Elliott identity.** The nine fixed momenta add to $\frac{27}2$, so $\Phi=14,15,16$ and the signs are again $+,-,+$. The terms are

$$x=\tfrac12:\quad +2\left(-\tfrac{\sqrt5}{10}\right)\left(\tfrac16\right)\left(-\tfrac{\sqrt{10}}{20}\right)=\tfrac{\sqrt2}{120},$$
$$x=\tfrac32:\quad -4\left(\tfrac1{20}\right)\left(-\tfrac{11}{60}\right)\left(\tfrac{\sqrt2}{10}\right)=\tfrac{11\sqrt2}{3000},$$
$$x=\tfrac52:\quad +6\left(\tfrac{\sqrt{21}}{30}\right)\left(-\tfrac1{10}\right)\left(\tfrac{\sqrt{42}}{60}\right)=-\tfrac{7\sqrt2}{1000}.$$

Over the common denominator 3000 the sum is $(25+11-21)\sqrt2/3000=\sqrt2/200\approx0.00707$. The right side is $\frac{\sqrt2}{10}\cdot\frac1{20}=\frac{\sqrt2}{200}$.

**The same case as overlaps.** The product space has dimension $3\cdot4\cdot5\cdot3=180$. Building the five kinds of state in it, without any 6j symbol, gives for the short route

$$\langle V_1|V_3\rangle=0.63246\times0.20000=0.12649 .$$

The long route gives $0.21082$, $0.09276$ and $-0.17709$ for $x=\frac12,\frac32,\frac52$, which add to the same $0.12649$. The third amplitude cancels more than half of the first two. The square, $0.016$, is the probability of finding $j_{34}=2$ and $j_{234}=\frac32$ in a system prepared in $V_1$.

These overlaps agree with the 6j result. Here $\sigma=12$, so the short-route phase is $+1$, and restoring the cancelled root gives $\sqrt{4\cdot4\cdot5\cdot4}\,\sqrt2/200=0.12649$.

The numerical check also scans all allowed cases whose fixed momenta are at most 2, with $x$ free to be larger: 570 for (R) and 9092 for (BE). The largest absolute difference between the two sides is $1.1\times10^{-16}$ for each identity, which is at the level of double-precision rounding.

## Computed values

```
All values are pure numbers; momenta are in units of hbar
Four momenta: j1=1, j2=3/2, j3=2, j4=1, J=3/2, j12=3/2, j123=3/2, j34=2, j234=3/2
Racah example: same j1, j2, j3, j12; J=3/2, j13=2
Racah sum rule
 x=1/2: {1 3/2 3/2; 2 3/2 1/2} = -sqrt(5)/10 = -0.22360680
 x=1/2: {1 2 2; 3/2 3/2 1/2} = -sqrt(10)/20 = -0.15811388
 x=1/2: sign +1, [x]=2
 x=1/2: signed term = sqrt(2)/20 = 0.07071068
 x=3/2: {1 3/2 3/2; 2 3/2 3/2} = 1/20 = 0.05000000
 x=3/2: {1 2 2; 3/2 3/2 3/2} = sqrt(2)/10 = 0.14142136
 x=3/2: sign -1, [x]=4
 x=3/2: signed term = -sqrt(2)/50 = -0.02828427
 x=5/2: {1 3/2 3/2; 2 3/2 5/2} = sqrt(21)/30 = 0.15275252
 x=5/2: {1 2 2; 3/2 3/2 5/2} = sqrt(42)/60 = 0.10801234
 x=5/2: sign +1, [x]=6
 x=5/2: signed term = 7*sqrt(2)/100 = 0.09899495
 right side: {3/2 1 3/2; 2 3/2 2} = sqrt(2)/10 = 0.14142136
 sum over x = sqrt(2)/10 = 0.14142136
 right side = sqrt(2)/10 = 0.14142136
Biedenharn-Elliott identity
 x=1/2: {1 3/2 3/2; 2 3/2 1/2} = -sqrt(5)/10 = -0.22360680
 x=1/2: {1 1/2 3/2; 1 3/2 3/2} = 1/6 = 0.16666667
 x=1/2: {3/2 2 1/2; 1 3/2 2} = -sqrt(10)/20 = -0.15811388
 x=1/2: sign +1, [x]=2
 x=1/2: signed term = sqrt(2)/120 = 0.01178511
 x=3/2: {1 3/2 3/2; 2 3/2 3/2} = 1/20 = 0.05000000
 x=3/2: {1 3/2 3/2; 1 3/2 3/2} = -11/60 = -0.18333333
 x=3/2: {3/2 2 3/2; 1 3/2 2} = sqrt(2)/10 = 0.14142136
 x=3/2: sign -1, [x]=4
 x=3/2: signed term = 11*sqrt(2)/3000 = 0.00518545
 x=5/2: {1 3/2 3/2; 2 3/2 5/2} = sqrt(21)/30 = 0.15275252
 x=5/2: {1 5/2 3/2; 1 3/2 3/2} = -1/10 = -0.10000000
 x=5/2: {3/2 2 5/2; 1 3/2 2} = sqrt(42)/60 = 0.10801234
 x=5/2: sign +1, [x]=6
 x=5/2: signed term = -7*sqrt(2)/1000 = -0.00989949
 right side: {3/2 2 3/2; 1 3/2 2} = sqrt(2)/10 = 0.14142136
 right side: {1 3/2 3/2; 2 3/2 3/2} = 1/20 = 0.05000000
 sum over x = sqrt(2)/200 = 0.00707107
 right side = sqrt(2)/200 = 0.00707107
Vectors with M=J in a product space of dimension 180
 direct overlap <V1|V3> = 0.12649111
 short route: 0.63245553 * 0.20000000 = 0.12649111
 long route x=1/2: -0.63245553 * 0.66666667 * -0.50000000 = 0.21081851
 long route x=3/2: 0.20000000 * 0.73333333 * 0.63245553 = 0.09276014
 long route x=5/2: 0.74833148 * -0.40000000 * 0.59160798 = -0.17708755
 long route, sum over x = 0.12649111
Three-momentum overlaps tested: 2565, largest error 1.0e-15
Racah cases with fixed j up to 2: 570, largest error 1.1e-16
Biedenharn-Elliott cases with fixed j up to 2: 9092, largest error 1.1e-16
```
